# Sand's Time for Constant-Current Metal Deposition: test program

```python
"""Sand's time for constant-current metal deposition.

Result under test: tau = pi*D*(z*F*c_b/(2*j))**2, the time at which the
metal-ion concentration at a flat cathode falls to zero.
D: diffusion coefficient (m^2/s); z: ion charge number; F: Faraday constant;
c_b: bulk concentration (mol/m^3); j: cathodic current density (A/m^2).
Assumed: semi-infinite still electrolyte, no migration, constant D, and all
current used for deposition. A layer of finite thickness is also examined.
The independent road is a direct numerical solution of the diffusion equation.
"""
import numpy as np
import sympy as sp
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import solve_banded
from scipy.special import erfc

F = physical_constants["Faraday constant"][0]


def sand_time(c_b, j, D, z):
    return np.pi * D * (z * F * c_b / (2 * j))**2


def deficit(x, t, j, D, z):
    """Closed form of c_b - c(x,t) in the semi-infinite electrolyte."""
    q = j / (z * F)
    eta = x / (2 * np.sqrt(D * t))
    return q * (2 * np.sqrt(t / (np.pi * D)) * np.exp(-eta**2)
                - x / D * erfc(eta))


def march(c_b, j, D, z, length=1.0e-3, dt=0.002, t_max=60.0):
    """Crank-Nicolson solution with c = c_b held at x = length.

    Returns the depletion time (None if not reached), the time of the
    last step, the node positions and the last concentration profile.
    """
    h = 0.5e-6
    n = int(round(length / h))
    r = D * dt / h**2
    band = np.zeros((3, n))
    band[0, 1:] = -r / 2
    band[0, 1] = -r          # half cell at the electrode
    band[1] = 1 + r
    band[2, :-1] = -r / 2
    c = np.full(n, float(c_b))
    x = h * np.arange(n)
    rhs = np.empty(n)
    for step in range(1, int(round(t_max / dt)) + 1):
        slope = np.diff(c, append=c_b)
        rhs[1:] = r * (slope[1:] - slope[:-1])
        rhs[0] = 2 * r * slope[0] - 2 * dt * j / (z * F * h)
        old_surface = c[0]
        c = c + solve_banded((1, 1), band, rhs, check_finite=False)
        if c[0] <= 0:
            part = old_surface / (old_surface - c[0])
            return (step - 1 + part) * dt, step * dt, x, c
    return None, step * dt, x, c


# Symbolic test: diffusion equation and constant flux at the electrode
X, T, DS, Q = sp.symbols("x t D q", positive=True)
ETA = X / (2 * sp.sqrt(DS * T))
U = Q * (2 * sp.sqrt(T / (sp.pi * DS)) * sp.exp(-ETA**2)
         - X / DS * sp.erfc(ETA))
assert sp.simplify(sp.diff(U, T) - DS * sp.diff(U, X, 2)) == 0
assert sp.simplify((-DS * sp.diff(U, X)).subs(X, 0) - Q) == 0

# Model bath
z, D, c_b, j = 2, 5.0e-10, 100.0, 200.0
molar_volume = 1.0e-5
tau = sand_time(c_b, j, D, z)
delta = z * F * D * c_b / j
charge = j * tau
amount = charge / (z * F)
advance = amount * molar_volume

# Depletion times from the numerical solution, all on the same grid
cases = [(50.0, 200.0, D, z), (100.0, 200.0, D, z), (200.0, 200.0, D, z),
         (100.0, 100.0, D, z), (100.0, 400.0, D, z),
         (100.0, 200.0, 2 * D, z), (100.0, 200.0, D, 1)]
numerical = []
for case in cases:
    t_zero, t_last, x, c = march(*case)
    assert t_zero is not None
    assert abs(t_zero / sand_time(*case) - 1) < 1e-3
    closed = case[0] - deficit(x, t_last, *case[1:])
    assert np.max(np.abs(c - closed)) < 1e-3 * case[0]
    numerical.append(t_zero)

slope_c = np.log(numerical[2] / numerical[0]) / np.log(200.0 / 50.0)
slope_j = np.log(numerical[4] / numerical[3]) / np.log(400.0 / 100.0)
assert abs(slope_c - 2) < 1e-3
assert abs(slope_j + 2) < 1e-3

# Ions missing from the electrolyte equal ions deposited
missing = quad(lambda s: delta * deficit(s * delta, tau, j, D, z), 0, 15,
               epsabs=1e-13, epsrel=1e-10)[0]
assert abs(missing / amount - 1) < 1e-7
# The extrapolation length agrees with its expression through tau
assert abs(delta / (2 * np.sqrt(D * tau / np.pi)) - 1) < 1e-10

# Stirred bulk at a finite distance
L = 200e-6
j_lim = z * F * D * c_b / L
j_low, j_high = 0.9 * j_lim, 1.1 * j_lim
low = march(c_b, j_low, D, z, length=L, dt=0.02, t_max=400.0)
high = march(c_b, j_high, D, z, length=L, dt=0.02, t_max=400.0)
far = march(c_b, j, D, z, length=L)
steady_surface = c_b - j_low * L / (z * F * D)
assert low[0] is None
assert abs(low[3][0] - steady_surface) < 1e-3 * c_b
assert high[0] is not None
sand_high = sand_time(c_b, j_high, D, z)
assert high[0] > 1.05 * sand_high
assert far[0] is not None and abs(far[0] / tau - 1) < 1e-3

print("MODEL BATH")
print(f"Faraday constant F = {F:.3f} C/mol")
print(f"charge number z = {z}")
print(f"diffusion coefficient D = {D:.2e} m^2/s")
print(f"bulk concentration c_b = {c_b:.1f} mol/m^3")
print(f"current density j = {j:.1f} A/m^2 = {j / 10:.1f} mA/cm^2")
print(f"ion flux q = j/(zF) = {j / (z * F):.4e} mol/(m^2 s)")
print(f"zF c_b/(2j) = {z * F * c_b / (2 * j):.2f} s/m")
print(f"Sand's time, formula = {tau:.4f} s")
print(f"charge passed at tau = {charge:.2f} C/m^2")
print(f"amount deposited at tau = {amount:.4e} mol/m^2")
print(f"missing ions by quadrature = {missing:.4e} mol/m^2")
print(f"extrapolation length delta = {delta * 1e6:.2f} um")
print(f"assumed molar volume of deposit = {molar_volume:.1e} m^3/mol")
print(f"surface advance at tau = {advance * 1e6:.4f} um")
print(f"surface advance / delta = {advance / delta:.2e}")
surface_quarter = c_b - deficit(0.0, tau / 4, j, D, z)
print(f"surface concentration at tau/4 = {surface_quarter:.2f} mol/m^3")
print("PROFILE AT SAND'S TIME")
for micron in (25, 50, 100, 200):
    value = c_b - deficit(micron * 1e-6, tau, j, D, z)
    print(f"c at x = {micron} um: {value:.2f} mol/m^3")
print("DEPLETION TIMES: numerical solution and formula")
for case, t_zero in zip(cases, numerical):
    print(f"c_b={case[0]:.0f} mol/m^3, j={case[1]:.0f} A/m^2, "
          f"D={case[2]:.1e} m^2/s, z={case[3]}: "
          f"{t_zero:.4f} s, {sand_time(*case):.4f} s")
print(f"numerical exponent of c_b = {slope_c:.4f}")
print(f"numerical exponent of j = {slope_j:.4f}")
print("FINITE LAYER")
print(f"layer thickness L = {L * 1e6:.1f} um")
print(f"limiting current density = {j_lim:.2f} A/m^2")
print(f"below limit: j = {j_low:.2f} A/m^2, no depletion by {low[1]:.0f} s")
print(f"surface concentration then = {low[3][0]:.2f} mol/m^3")
print(f"steady surface value, formula = {steady_surface:.2f} mol/m^3")
print(f"just above limit: j = {j_high:.2f} A/m^2")
print(f"depletion time there, numerical = {high[0]:.2f} s")
print(f"Sand's time there, formula = {sand_high:.2f} s")
print(f"ratio of these two times = {high[0] / sand_high:.3f}")
print(f"far above limit: j = {j:.1f} A/m^2, j/j_lim = {j / j_lim:.3f}")
print(f"depletion time there, numerical = {far[0]:.4f} s")
print("ALL CHECKS PASSED")
```

It prints:

```
MODEL BATH
Faraday constant F = 96485.332 C/mol
charge number z = 2
diffusion coefficient D = 5.00e-10 m^2/s
bulk concentration c_b = 100.0 mol/m^3
current density j = 200.0 A/m^2 = 20.0 mA/cm^2
ion flux q = j/(zF) = 1.0364e-03 mol/(m^2 s)
zF c_b/(2j) = 48242.67 s/m
Sand's time, formula = 3.6558 s
charge passed at tau = 731.16 C/m^2
amount deposited at tau = 3.7890e-03 mol/m^2
missing ions by quadrature = 3.7890e-03 mol/m^2
extrapolation length delta = 48.24 um
assumed molar volume of deposit = 1.0e-05 m^3/mol
surface advance at tau = 0.0379 um
surface advance / delta = 7.85e-04
surface concentration at tau/4 = 50.00 mol/m^3
PROFILE AT SAND'S TIME
c at x = 25 um: 43.39 mol/m^3
c at x = 50 um: 71.27 mol/m^3
c at x = 100 um: 94.88 mol/m^3
c at x = 200 um: 99.97 mol/m^3
DEPLETION TIMES: numerical solution and formula
c_b=50 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=2: 0.9140 s, 0.9140 s
c_b=100 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=2: 3.6559 s, 3.6558 s
c_b=200 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=2: 14.6233 s, 14.6232 s
c_b=100 mol/m^3, j=100 A/m^2, D=5.0e-10 m^2/s, z=2: 14.6233 s, 14.6232 s
c_b=100 mol/m^3, j=400 A/m^2, D=5.0e-10 m^2/s, z=2: 0.9140 s, 0.9140 s
c_b=100 mol/m^3, j=200 A/m^2, D=1.0e-09 m^2/s, z=2: 7.3116 s, 7.3116 s
c_b=100 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=1: 0.9140 s, 0.9140 s
numerical exponent of c_b = 2.0000
numerical exponent of j = -2.0000
FINITE LAYER
layer thickness L = 200.0 um
limiting current density = 48.24 A/m^2
below limit: j = 43.42 A/m^2, no depletion by 400 s
surface concentration then = 10.00 mol/m^3
steady surface value, formula = 10.00 mol/m^3
just above limit: j = 53.07 A/m^2
depletion time there, numerical = 70.94 s
Sand's time there, formula = 51.93 s
ratio of these two times = 1.366
far above limit: j = 200.0 A/m^2, j/j_lim = 4.146
depletion time there, numerical = 3.6559 s
ALL CHECKS PASSED
```
